# Lyddane-Sachs-Teller Relation, Cochran's Soft Mode and Curie-Weiss Behaviour

## Rigid ions: one spring and one dipole field

Take a cubic crystal with two ions per cell of volume $\Omega$, arranged as in the CsCl structure. The ions carry rigid charges $+Z$ and $-Z$ and, for the moment, have no electronic polarizability. Let $u=u_+-u_-$ be their relative displacement along one cubic axis, the same in every cell, and let a short-range force of stiffness $k$ oppose it. Hartree atomic units are used with Gaussian electrostatics; Boltzmann's constant is one, so temperature is an energy.

Each ion also feels the electric field $E_{\rm loc}$ of all the other ions:

$$m_+\ddot u_+=-ku+ZE_{\rm loc},\qquad m_-\ddot u_-=+ku-ZE_{\rm loc}. \tag{1}$$

Dividing each equation by its mass and subtracting gives, with $1/\mu=1/m_++1/m_-$,

$$\mu\ddot u=-ku+ZE_{\rm loc}. \tag{2}$$

No further electrostatic force appears at first order. An ion displaced among undisplaced neighbours would feel the gradient of their field, but at a site of cubic symmetry this gradient tensor is a multiple of the unit matrix. Its trace vanishes by Laplace's equation, so the tensor is zero.

The local field follows from Lorentz's construction. Draw a sphere around the site, large compared with the cell and small compared with the wavelength. For dipoles $p$ along $x$ inside it, the field at the centre is $p\sum(3x^2-r^2)/r^5$. Cubic symmetry makes the sums over $x^2/r^5$, $y^2/r^5$ and $z^2/r^5$ equal, so this vanishes. The matter outside acts as a continuum. Its field is the macroscopic field $E$ minus the field $-4\pi P/3$ of a uniformly polarized sphere. Hence

$$E_{\rm loc}=E+\frac{4\pi}{3}P. \tag{3}$$

For a plane wave of wavevector $\mathbf q$, neglecting retardation, $\nabla\times\mathbf E=0$ makes $\mathbf E$ parallel to $\mathbf q$. Without free charge, $\nabla\cdot(\mathbf E+4\pi\mathbf P)=0$ fixes that parallel component. Therefore

$$E=0\ \text{(transverse)},\qquad E=-4\pi P\ \text{(longitudinal)}, \tag{4}$$

and the local fields are $+4\pi P/3$ and $-8\pi P/3$. With $P=Zu/\Omega$, Eq. (2) gives

$$\mu\omega_{TO}^2=k-\frac{4\pi Z^2}{3\Omega},\qquad
\mu\omega_{LO}^2=k+\frac{8\pi Z^2}{3\Omega}. \tag{5}$$

The dipoles of a transverse wave help one another and soften the mode; those of a longitudinal wave oppose one another and stiffen it. In a static field $E$, Eqs. (2) and (3) give $(k-4\pi Z^2/3\Omega)u=ZE$, so

$$\varepsilon(0)=1+\frac{4\pi P}{E}=1+\frac{4\pi Z^2/\Omega}{\mu\omega_{TO}^2}
=\frac{\omega_{LO}^2}{\omega_{TO}^2}, \tag{6}$$

because the two stiffnesses in Eq. (5) differ by $4\pi Z^2/\Omega$. This is the Lyddane-Sachs-Teller relation for a crystal whose electrons do not respond. A small transverse stiffness and a large static dielectric constant are the same fact.

## Electronic polarizability and the Born charge

Now let the ions have electronic polarizabilities with sum $\alpha$. The electrons follow the field instantly on the time scale of the lattice. Both ions feel the same $E_{\rm loc}$, since both sites are cubic, so the dipole of a cell is

$$\Omega P=Zu+\alpha E_{\rm loc}. \tag{7}$$

Define $x=4\pi\alpha/3\Omega$ and assume $x<1$; otherwise the electrons alone would be unstable to a uniform polarization. Inserting Eq. (7) into Eq. (3) and collecting $E_{\rm loc}$ gives

$$E_{\rm loc}=\frac{1}{1-x}\left(E+\frac{4\pi Z}{3\Omega}u\right). \tag{8}$$

Put this back into Eq. (7). The coefficient of $u$ is

$$Z+\frac{\alpha}{1-x}\,\frac{4\pi Z}{3\Omega}=Z\left(1+\frac{x}{1-x}\right)=\frac{Z}{1-x}.$$

The coefficient of $E$ is $\alpha/(1-x)$. With the ions clamped, $u=0$, the dielectric constant is therefore

$$\varepsilon_\infty=1+\frac{4\pi\alpha}{\Omega(1-x)}=1+\frac{3x}{1-x}=\frac{1+2x}{1-x},
\qquad \varepsilon_\infty+2=\frac{3}{1-x}. \tag{9}$$

The Born charge $Z^*$ is the cell dipole per unit displacement at zero macroscopic field. Thus

$$Z^*=\frac{Z}{1-x}=\frac{\varepsilon_\infty+2}{3}Z,\qquad
P=\frac{Z^*}{\Omega}u+\frac{\varepsilon_\infty-1}{4\pi}E. \tag{10}$$

In this model $Z^*$ exceeds $Z$ because the displaced ions polarize the electrons, whose dipoles add to the local field.

The force in Eq. (2) also contains $E_{\rm loc}$. From Eq. (8), $ZE_{\rm loc}=Z^*E+Lu$, where

$$L=\frac{4\pi ZZ^*}{3\Omega}=\frac{4\pi Z^{*2}}{\Omega(\varepsilon_\infty+2)}. \tag{11}$$

The second form uses $Z=3Z^*/(\varepsilon_\infty+2)$. The equation of motion is now

$$\mu\ddot u=-(k-L)u+Z^*E. \tag{12}$$

The same charge $Z^*$ appears in the polarization and in the force.

## Cochran's condition

A transverse wave has $E=0$, so Eq. (12) gives at once

$$\mu\omega_{TO}^2=k-\frac{4\pi Z^{*2}}{\Omega(\varepsilon_\infty+2)}. \tag{13}$$

The mode becomes soft when $k=L$, or, at fixed $\varepsilon_\infty$, when the Born charge reaches

$$Z_c^*=\sqrt{\frac{k\Omega(\varepsilon_\infty+2)}{4\pi}}. \tag{14}$$

For $k<L$ the squared frequency is negative. The undistorted crystal is then unstable in the harmonic approximation, and a displacement grows instead of oscillating.

For a longitudinal wave, insert $E=-4\pi P$ into Eq. (10):

$$E=-\frac{4\pi Z^*}{\Omega}u-(\varepsilon_\infty-1)E
\quad\Longrightarrow\quad E=-\frac{4\pi Z^*}{\Omega\varepsilon_\infty}u. \tag{15}$$

This field restores the ions, and Eq. (12) becomes

$$\mu\omega_{LO}^2=\mu\omega_{TO}^2+\frac{4\pi Z^{*2}}{\Omega\varepsilon_\infty}. \tag{16}$$

At the soft-mode point the longitudinal frequency stays finite. A large Born charge thus does two things: it lowers the transverse mode through the local field, and it separates the longitudinal mode from it through the macroscopic field.

The division into $k$ and $L$ belongs to the model; the difference $k-L$ is the observable stiffness. Equation (11) also relies on cubic symmetry at both sites. In a cubic perovskite the oxygen sites lack that symmetry. Consider oxygen dipoles along the polar axis and the field they make at the central B cation. In units of the Lorentz value, the oxygen sublattice lying on that axis through the cation gives a factor 8.18, and each of the two side sublattices gives $-2.59$. A single factor $4\pi/3$ then has to be replaced by a matrix of local-field coefficients.

## The Lyddane-Sachs-Teller relation

Let the field vary as $e^{-i\omega t}$. Equation (12) gives $u=Z^*E/[\mu(\omega_{TO}^2-\omega^2)]$, and Eq. (10) then gives

$$\varepsilon(\omega)=1+\frac{4\pi P}{E}
=\varepsilon_\infty+\frac{4\pi Z^{*2}}{\Omega\mu(\omega_{TO}^2-\omega^2)}. \tag{17}$$

By Eq. (16), the numerator $4\pi Z^{*2}/(\Omega\mu)$ equals $\varepsilon_\infty(\omega_{LO}^2-\omega_{TO}^2)$. Hence

$$\varepsilon(\omega)=\varepsilon_\infty
\frac{\omega_{LO}^2-\omega^2}{\omega_{TO}^2-\omega^2},\qquad
\boxed{\frac{\varepsilon(0)}{\varepsilon_\infty}=\frac{\omega_{LO}^2}{\omega_{TO}^2}}. \tag{18}$$

The pole is the transverse mode, where polarization persists without a macroscopic field. The zero is the longitudinal mode, where $E+4\pi P=0$ with $E\ne0$. The static value requires $\omega_{TO}^2>0$, since an unstable crystal has no linear static response about $u=0$.

The derivation of Eq. (18) uses only Eqs. (10), (12) and (4), with $k-L$ entering as a single stiffness. The relation therefore survives when the Lorentz formula for $L$ does not, provided that one undamped polar mode carries the lattice response.

For $N$ undamped polar modes in a cubic crystal,

$$\varepsilon(\omega)=\varepsilon_\infty+\sum_{m=1}^{N}\frac{S_m}{\omega_{T,m}^2-\omega^2},
\qquad S_m>0. \tag{19}$$

Take distinct poles. As a function of $\omega^2$, this expression rises between poles, from $-\infty$ just above one pole to $+\infty$ just below the next. Above the last pole it rises from $-\infty$ to $\varepsilon_\infty>0$. It therefore has $N$ zeros $\omega_{L,m}^2$. Over a common denominator the numerator is a polynomial of degree $N$ in $\omega^2$ with these zeros, and the limit $\omega\to\infty$ fixes its prefactor:

$$\varepsilon(\omega)=\varepsilon_\infty\prod_m
\frac{\omega_{L,m}^2-\omega^2}{\omega_{T,m}^2-\omega^2},\qquad
\frac{\varepsilon(0)}{\varepsilon_\infty}=\prod_m\frac{\omega_{L,m}^2}{\omega_{T,m}^2}. \tag{20}$$

A single pair of frequencies does not suffice in general. In a three-mode numerical case the dielectric ratio and the full product are both 2.572, while the lowest pair alone gives 1.776.

## Where the temperature dependence comes from

The cancellation in Eq. (13) contains no temperature. With fixed harmonic coefficients, the mode is either stable at every temperature or unstable at every temperature. Curie-Weiss behaviour needs anharmonicity as well.

Add $gu^4/4$, with $g>0$, to the short-range energy for each Cartesian component of the relative displacement. Cubic symmetry also permits products such as $u_x^2u_y^2$; they are set to zero here, so the components separate. The ions are treated classically. The coupling between cells is treated in mean field: each cell feels the local field produced by the average displacement $\bar u=\langle u\rangle$, and correlations between the fluctuations of different cells are neglected. Averaging the equation of motion gives

$$\mu\ddot{\bar u}=-k\bar u-g\langle u^3\rangle+L\bar u+Z^*E. \tag{21}$$

Write $u=\bar u+\xi$, and approximate the distribution of $\xi$ by a Gaussian with variance $\sigma^2$. Since $\langle\xi\rangle=\langle\xi^3\rangle=0$, one has $\langle u^3\rangle=\bar u^3+3\sigma^2\bar u$. In linear response $\bar u^3$ is dropped. The change of $\sigma^2$ is also dropped, because reversing the field reverses $\bar u$ but leaves $\sigma^2$ the same, so that change starts at second order. The stiffness $k$ is thereby replaced by

$$K=k+3g\sigma^2. \tag{22}$$

Thermal motion explores the steeper parts of the well and raises the restoring force.

The variance follows from an identity for the Boltzmann weight $e^{-V(u)/T}$ with $V=ku^2/2+gu^4/4$. The integral of $d(u\,e^{-V/T})/du$ over all $u$ vanishes, so $\langle uV'\rangle=T$, that is, $k\langle u^2\rangle+g\langle u^4\rangle=T$. A Gaussian has $\langle u^4\rangle=3\sigma^4$, and therefore

$$\sigma^2(k+3g\sigma^2)=T\quad\Longrightarrow\quad\sigma^2=\frac{T}{K}. \tag{23}$$

Combining Eqs. (22) and (23) and taking the positive root,

$$K^2-kK-3gT=0,\qquad K(T)=\frac{k+\sqrt{k^2+12gT}}{2}. \tag{24}$$

The transverse mode and the static dielectric constant become

$$\mu\omega_{TO}^2=K(T)-L,\qquad
\varepsilon(0)=\varepsilon_\infty+\frac{4\pi Z^{*2}/\Omega}{K(T)-L}. \tag{25}$$

## The Curie-Weiss law

The mode softens completely at $K(T_0)=L$. Setting $K=L$ in Eq. (24) gives

$$T_0=\frac{L(L-k)}{3g}. \tag{26}$$

A positive $T_0$ requires $L>k$: the dipole force must overcome the harmonic short-range force, and thermal motion makes the uniform mode stable again above $T_0$. If $L<k$, the uniform mode never softens completely.

Differentiating Eq. (24) gives $(2K-k)K'=3g$. A second differentiation gives $K''=-6gK'/(2K-k)^2=-18g^2/(2K-k)^3$. With $D=2L-k$, the expansion about $T_0$ is

$$K(T)-L=\frac{3g}{D}(T-T_0)\left[1-\frac{3g(T-T_0)}{D^2}+\cdots\right]. \tag{27}$$

Thus $\omega_{TO}^2$ vanishes linearly, and to leading order

$$\varepsilon(0)-\varepsilon_\infty\simeq\frac{C}{T-T_0},\qquad
C=\frac{4\pi Z^{*2}}{\Omega}\,\frac{2L-k}{3g}. \tag{28}$$

The law holds while $3g(T-T_0)\ll D^2$. At much higher temperature Eq. (24) gives $K\simeq\sqrt{3gT}$, which is no longer linear.

It remains to check that no uniformly polarized state appears before the mode softens. For $\bar u\ne0$ and $E=0$, the site energy is $W=V-L\bar u\,u$. The integral of $d(\xi\,e^{-W/T})/du$ vanishes, so $\langle\xi W'\rangle=T$, and $\langle\xi\rangle=0$ reduces this to $\langle\xi(ku+gu^3)\rangle=T$. For Gaussian $\xi$ the left side is $\sigma^2(k+3g\bar u^2+3g\sigma^2)$, so $\sigma^2=T/K$ with $K=k+3g\bar u^2+3g\sigma^2$. Force balance in Eq. (21) requires $k+g\bar u^2+3g\sigma^2=L$. Subtracting these relations gives $K=L+2g\bar u^2$, and then

$$\begin{aligned}
3gT&=K(K-k-3g\bar u^2)=(L+2g\bar u^2)(L-k-g\bar u^2)\\
&=3gT_0+(L-2k)g\bar u^2-2g^2\bar u^4.
\end{aligned} \tag{29}$$

For $k<L<2k$ every uniformly polarized solution lies below $T_0$, so no uniform polarization interrupts the approach to $T_0$. Displacements that alternate from cell to cell are a separate question, taken up in the last section. For $L>2k$ this closure has polarized solutions above $T_0$. This can be an artifact of the Gaussian approximation: with the $L$ and $g$ of the example below and $k=0.03$ or $0.01$ hartree/bohr², the full quartic site average has no polarized solution just above its own transition.

## A worked example

The following round parameters describe no particular material, and only displacements equal in every cell are considered: lattice constant 7.5 bohr, $Z=2$, polarizabilities 10 and 45 bohr³, $k=0.085$ hartree/bohr², $g=0.06$ hartree/bohr⁴, and ion masses of 90000 and 55000 electron masses. Then $\Omega=421.875$ bohr³, $\mu=34138$ and $x=0.5461$, so

$$\varepsilon_\infty=\frac{1+2(0.5461)}{1-0.5461}=4.609,\qquad
Z^*=\frac{6.609}{3}\times2=4.406. \tag{30}$$

Equation (11) gives $L=0.087498$ hartree/bohr², which exceeds $k$ by 2.9% of $k$. The critical Born charge at this $\varepsilon_\infty$ is 4.343. The harmonic transverse stiffness is $-0.002498$ hartree/bohr², while the longitudinal one is $+0.1230$. With the electronic polarizability removed and $Z$ and $k$ unchanged, the transverse stiffness would be $+0.0453$. Here the electronic enhancement of the dipole force produces the instability.

The transition temperature and Curie constant are

$$T_0=\frac{0.087498\times0.002498}{3\times0.06}=1.214\times10^{-3}\ \text{hartree}\quad(383\ \text{K}), \tag{31}$$

$$C=\frac{4\pi(4.4062)^2}{421.875}\,\frac{0.089996}{0.18}=0.289\ \text{hartree}\quad(9.13\times10^4\ \text{K}). \tag{32}$$

At $T=0.0015$ hartree, Eq. (24) gives $K=0.088066$ and $K-L=5.677\times10^{-4}$ hartree/bohr². Consequently

$$\omega_{TO}=\sqrt{\frac{5.677\times10^{-4}}{34138}}=1.290\times10^{-4}\ \text{hartree}\quad(28.3\ \text{cm}^{-1}). \tag{33}$$

The longitudinal stiffness is 0.12603 hartree/bohr², so $\omega_{LO}=1.921\times10^{-3}$ hartree (421.7 cm⁻¹). Equation (25) gives $\varepsilon(0)=1023$. A separate lattice calculation with Ewald-summed dipole fields gives 222.0 both for $\varepsilon(0)/\varepsilon_\infty$ and for $\omega_{LO}^2/\omega_{TO}^2$.

The table lists $\varepsilon(0)$ from Eq. (25), from Eq. (28) with $\varepsilon_\infty$ added back, and from a numerical average over the full quartic site distribution, still in mean field.

| $T$ (hartree) | Eq. (25) | Eq. (28) | Site average |
|---|---:|---:|---:|
| 0.0013 | 3388 | 3381 | 4726 |
| 0.0015 | 1023 | 1017 | 1150 |
| 0.0020 | 379 | 373 | 406 |
| 0.0030 | 173 | 167 | 184 |

The nearly constant gap of about 6.4 between the first two results follows from Eq. (27): its correction adds $(4\pi Z^{*2}/\Omega)/D=0.5783/0.0900=6.4$ to $\varepsilon(0)$.

The larger gap to the site average comes from the Gaussian closure. The site average places the transition at $1.236\times10^{-3}$ hartree, 1.8% above the closed value, with a Curie constant of 0.299 hartree. At $T=0.0013$ hartree the distance to the transition is then $6.35\times10^{-5}$ instead of $8.56\times10^{-5}$ hartree. The ratio of these distances, 1.35, times the ratio of Curie constants, 1.03, accounts for the site-average $\varepsilon(0)$ lying about 40% above the closed value. Halving $L-k$ by raising $k$ at fixed $L$ halves the closed $T_0$ and also halves the relative excess of the site-average transition temperature over it, from 1.8% to 0.9%. The site average itself follows the Curie-Weiss law near its own transition, with a fitted exponent of 1.000.

The dynamics can also be checked without the closure. The linearized motion of the site distribution at $T=0.0015$ hartree, integrated numerically, gives a $\mu\omega_{TO}^2$ that agrees within 0.5% with the static stiffness of $5.05\times10^{-4}$ hartree/bohr² from the site average. The closed value is 12% above that stiffness.

## Quantum motion and other limits

Classical statistics require the site frequency $\omega_s=\sqrt{K/\mu}$ to be small compared with $T$. In the example $\omega_s=\sqrt{0.0881/34138}=1.6\times10^{-3}$ hartree, which is comparable with $T$. The temperatures above therefore belong to the classical model.

The size of the quantum effect can be estimated within the Gaussian closure. A quantum oscillator of stiffness $K$ has $K\sigma^2=(\omega_s/2)\coth(\omega_s/2T)$, which replaces $T$ in Eq. (23). At the transition $K=L$, and Eq. (26) becomes a condition on this quantity:

$$\frac{\omega_s}{2}\coth\frac{\omega_s}{2T_q}=T_0,\qquad
T_q=\frac{\omega_s}{2\,\mathrm{artanh}(\omega_s/2T_0)}. \tag{34}$$

With $\omega_s/2=8.0\times10^{-4}$ hartree this gives $T_q\approx1.0\times10^{-3}$ hartree, about 320 K. Zero-point motion stabilizes the paraelectric crystal and lowers the transition by about a sixth. If $\omega_s/2>T_0$, Eq. (34) has no solution: zero-point motion alone keeps the mode stable, and at low temperature $\varepsilon(0)$ levels off instead of diverging.

The stiffness $k$ was defined only for displacements equal in every cell. At other wavevectors both the short-range and the dipole forces differ, and an alternating pattern can become unstable first. With the example's parameters and nearest-neighbour springs alone, this happens: some alternating patterns are unstable at every temperature in the table. The table therefore describes the uniform response of the mean-field model, not the sequence of phases of such a crystal. Springs between like ions leave $k$ unchanged, but they stiffen an alternating pattern only if the pattern strains them. With central nearest-neighbour springs, the softest pattern found here has rows of ions sliding along their own length, with neighbouring rows moving oppositely. Central springs between like ions along the cube edges are not stretched by it at first order and leave it unstable, whereas central springs along the face diagonals resist it. Springs between like ions would also alter the thermal fluctuations and hence $T_0$. For a real material, the phonons must be checked throughout the Brillouin zone.

Two further conditions limit the results. The inverse first power in Eq. (28) is a mean-field result, and correlated fluctuations neglected here can change it close to the transition. Equation (18) assumes an undamped resonance. If slow relaxation also contributes to the static polarization, the phonon frequencies alone no longer determine $\varepsilon(0)$.

## Computed results

```
lattice constant 7.5 bohr, cell volume 421.875 bohr^3
rigid charge Z 2.0 e; polarizabilities 10.0, 45.0 bohr^3
short-range stiffness k 0.085 hartree/bohr^2
quartic coefficient g 0.06 hartree/bohr^4
ion masses 90000, 55000; reduced 34137.9 m_e
x = 4 pi A/(3V): 0.54609
eps_inf: formula 4.6093, lattice 4.6093
Born charge: formula 4.4062, lattice 4.4062 e
critical Born charge at fixed eps_inf 4.3428 e
dipole softening L 0.087498 hartree/bohr^2, L/k 1.02939
harmonic TO stiffness k-L -0.002498 hartree/bohr^2
same with A=0: 0.045284 hartree/bohr^2
harmonic LO stiffness 0.122966 hartree/bohr^2
field factors (Lorentz=1): TO 1.00000, LO -2.00000
T0 closed 1.214367e-03 hartree = 383.5 K
T0 site quadrature 1.236497e-03 hartree = 390.5 K
relative T0 error of closure: 0.0182; with L-k halved 0.0093
Curie constant closed 0.28914 hartree = 91303 K
Curie constant site quadrature 0.29919 hartree
Curie-Weiss exponent from site quadrature 0.99984
working temperature 0.0015 hartree = 473.7 K
K(T) 0.088066, K(T)-L 5.677080e-04 hartree/bohr^2
rms site displacement 0.1305 bohr
LO stiffness at T 0.126032 hartree/bohr^2
w_TO 1.28957e-04 hartree = 28.30 cm^-1
w_LO 1.92142e-03 hartree = 421.70 cm^-1
eps(0): formula 1023.27, lattice 1023.27
eps(0)/eps_inf lattice 222.001
w_LO^2/w_TO^2 lattice 222.001
TO stiffness, site quadrature 5.04982e-04 hartree/bohr^2
TO stiffness, dynamics 5.06716e-04 hartree/bohr^2
T (hartree) | eps(0) closed | Curie-Weiss | site | w_TO (hartree)
0.0013 | 3387.5 | 3381.1 | 4725.8 | 7.0764e-05
0.0015 | 1023.3 | 1016.9 | 1149.8 | 1.2896e-04
0.0020 | 379.0 | 372.6 | 406.1 | 2.1273e-04
0.0030 | 172.7 | 166.5 | 183.5 | 3.1744e-04
three-mode inputs: w_TO^2 [1. 4. 9.], strengths [ 6.  3. 10.], eps_inf 5.0 (arb. units)
three-mode w_LO^2 [ 1.7759  4.5407 11.4834] (arb. units)
three modes: eps ratio 2.5722, product 2.5722, first pair only 1.7759
perovskite B-site field factors (Lorentz=1): axial O 8.1816, side O -2.5908
```
